# Smoothing the logarithmic G-phonon anomaly of graphene: a principal-value scheme

A Raman measurement of the G line can help to read the carrier density of a gated graphene sheet, provided that the line position is known as a function of Fermi energy. In the model below, a line raised above its neutral position gives one size of the density, while a lowered line can fit two; the sign of the carriers must come from the gate. Three obvious ways of computing that function fail. The zero-temperature formula gives minus infinity when the Fermi energy equals half the phonon energy. A finite-temperature integral on an ordinary grid gives a number that depends on where the grid points happen to fall, however fine the grid. An adiabatic calculation, in which the electrons follow the moving atoms, gives almost no shift at all. Each failure shows what a sound scheme must contain.

## What is to be integrated

The assumptions are Dirac bands $\pm\varepsilon$ with $\varepsilon=\hbar v k$, a clamped lattice, long-lived carriers and an electronic response of first order in the atomic displacement. Let $W=\hbar\omega_0$ be the phonon energy of the neutral sheet at $T=0$, $a=W/2$, and $\mu$ the chemical potential measured from the Dirac point.

**Coupling.** Let $\mathbf w$ be the displacement of sublattice B relative to A, and $\boldsymbol\delta_j$ the three bonds of length $b$ from A to B. A bond lengthens by $\mathbf w\cdot\boldsymbol\delta_j/b$, so with $\beta=-d\ln t/d\ln b$ its hopping changes by $-\beta t_0\,\mathbf w\cdot\boldsymbol\delta_j/b^2$. The off-diagonal Hamiltonian element is $h=-\sum_j t_j e^{i\mathbf k\cdot\boldsymbol\delta_j}$. Take $\boldsymbol\delta_1=b(0,1)$ and $\boldsymbol\delta_{2,3}=b(\pm\sqrt3/2,-1/2)$. At the corner K the phases are $1,e^{\pm2\pi i/3}$, and

$$\sum_j\boldsymbol\delta_j e^{i\mathbf K\cdot\boldsymbol\delta_j}=\frac{3b}{2}(i,1).$$

At $\mathbf K+\mathbf p$, to first order in $\mathbf p$ and $\mathbf w$,

$$h=\hbar v(p_x-ip_y)+\frac{\beta\hbar v}{b^2}(w_y+iw_x),\qquad \hbar v=\tfrac32 t_0b .$$

The displacement therefore moves the cone by $(\beta/b^2)(-w_y,w_x)$, with coupling strength $g=\beta\hbar v/b^2$ per unit displacement. If $V=\partial H/\partial w$, and $\phi$ is the angle of $\mathbf p$ measured from a direction fixed by $\mathbf w$, the interband element has size $g|\sin\phi|$ and the intraband element is $\pm g\cos\phi$. The angular average of either square is $g^2/2$.

**Response of one transition.** Take $H=\varepsilon\sigma_z+\lambda\cos(\omega t)\,\sigma_x$ with the lower state filled. Set $\hbar=1$ for these lines. To first order the lower amplitude is $e^{i\varepsilon t}$ and the upper one is $e^{i\varepsilon t}(Ae^{i\omega t}+Be^{-i\omega t})$. The Schrödinger equation gives $-(\varepsilon\pm\omega)C=\varepsilon C+\lambda/2$, with the upper sign for $C=A$ and the lower for $C=B$, so

$$A=-\frac{\lambda}{2(2\varepsilon+\omega)},\qquad B=-\frac{\lambda}{2(2\varepsilon-\omega)},$$

$$\langle\sigma_x\rangle=2(A+B)\cos\omega t=-\lambda\,\frac{4\varepsilon}{4\varepsilon^2-\omega^2}\cos\omega t .$$

The force on the phonon coordinate is $-\langle V\rangle$, so a transition adds the stiffness $-|V|^2\,4\varepsilon/(4\varepsilon^2-W^2)$. It is positive for $\varepsilon<a$ and negative for $\varepsilon>a$. Direct time propagation with $W=0.196$ eV gave responses per unit drive of $+10.00$ eV$^{-1}$ at $\varepsilon=0.06$ eV and $-11.63$ eV$^{-1}$ at 0.15 eV, within 1% of the formula. Carriers that block a transition below $a$ thus soften the mode, and carriers that block one above $a$ harden it.

**Sum over transitions.** Let $f(x)=1/(e^{x/kT}+1)$. The occupation difference across a transition is

$$f(-\varepsilon-\mu)-f(\varepsilon-\mu)=1-n(\varepsilon),\qquad n(\varepsilon)=f(\varepsilon-\mu)+f(\varepsilon+\mu),$$

because $f(-x)=1-f(x)$. The 1 belongs to the neutral sheet at $T=0$ and is already in $W$. What remains is the removed part, with a plus sign. With four spin–valley copies, cell area $A_c=3\sqrt3b^2/2$ and $k\,dk=\varepsilon\,d\varepsilon/(\hbar v)^2$,

$$\Delta\Pi=4A_c\int\frac{k\,dk}{2\pi}\,\frac{g^2}{2}\,\frac{\varepsilon\,n}{\varepsilon^2-a^2}
=\frac{A_cg^2}{\pi(\hbar v)^2}F=\frac{3\sqrt3\,\beta^2}{2\pi b^2}F,$$

$$F(\mu,T)=P\!\int_0^\infty\frac{\varepsilon^2n(\varepsilon)}{\varepsilon^2-a^2}\,d\varepsilon .$$

The relative motion of two atoms of mass $M$ has reduced mass $M/2$. Hence $(M/2)\,2\omega_0\Delta\omega=\Delta\Pi$, and

$$\hbar\Delta\omega=\alpha F,\qquad \alpha=\frac{3\sqrt3\,\beta^2\hbar^2}{2\pi Mb^2W}.$$

**Why the adiabatic answer fails.** Static electrons can also repopulate states within a band. That adds $\int_0^\infty\varepsilon\,n'(\varepsilon)\,d\varepsilon=-\int_0^\infty n\,d\varepsilon$ to $F$, after integration by parts. The interband part at zero frequency is $+\int_0^\infty n\,d\varepsilon$, and the two cancel: displacing the cone and refilling it costs nothing. At the phonon frequency, long-lived carriers at zero wavevector cannot relax in this way, so the intraband term is absent. A tight-binding sum with hopping set by the actual bond lengths, at $\mu=0.15$ eV and 300 K, gave a static shift of 5.519 cm$^{-1}$ with frozen populations and $-0.006$ cm$^{-1}$ with relaxed ones.

## First failure: the zero-temperature formula

At $T=0$, where $\mu=E_F$, $n$ is 1 below $|E_F|$ and 0 above. Partial fractions give

$$\frac{\varepsilon^2}{\varepsilon^2-a^2}=1+\frac a2\left(\frac1{\varepsilon-a}-\frac1{\varepsilon+a}\right),$$

$$F(E_F,0)=|E_F|+\frac a2\ln\left|\frac{|E_F|-a}{|E_F|+a}\right| .$$

For $|E_F|\ll a$ the linear terms cancel and $F\approx-|E_F|^3/(3a^2)$, a weak softening. For $|E_F|\gg a$, $F\approx|E_F|-a^2/|E_F|$, a nearly linear hardening. Between them the logarithm diverges at $|E_F|=a$, where the sharp edge of the occupation sits on the resonance and the opposite contributions from its two sides no longer balance.

The divergence belongs to a real, fixed probe frequency and undamped carriers as well as to $T=0$. Temperature is the cutoff treated here; the sizes of the others are given below.

## Second failure: an ordinary grid

At $T>0$ the integrand still has a pole at $\varepsilon=a$, with local form $(a/2)\,n(a)/(\varepsilon-a)$. On a uniform grid of spacing $h$ whose nearest point lies at $a+sh$, the pole contributes

$$\frac a2n(a)\sum_{j=-\infty}^{\infty}\frac{h}{(j+s)h}=\frac a2n(a)\,\pi\cot(\pi s),$$

with the sum taken symmetrically. The true principal value of this odd function is zero. The spacing has cancelled, so refinement does not remove the error. For $a=98$ meV, $n(a)=1/2$ and $s=0.1$ it is 237 meV, or 8.7 cm$^{-1}$ after multiplication by the $\alpha$ of the example below. That is nearly as large as the whole doping effect at 0.3 eV, 9.8 cm$^{-1}$. A grid symmetric about $a$ ($s=1/2$) avoids this error, but it must then also resolve the thermal edge at $\mu$.

The cure is to remove the pole before integrating. With a window of half-width $\eta$ cut out around $a$,

$$\int\frac{d\varepsilon}{\varepsilon^2-a^2}=\frac1{2a}\left[\ln\frac{\eta}{2a-\eta}-\ln\frac{\eta}{2a+\eta}\right]=\frac1{2a}\ln\frac{2a+\eta}{2a-\eta}\to0 .$$

The principal value over the half-line is zero, so $n(a)$ times this integral may be subtracted freely:

$$F=\int_0^\infty n\,d\varepsilon+a^2\int_0^\infty\frac{n(\varepsilon)-n(a)}{\varepsilon^2-a^2}\,d\varepsilon .$$

The quotient tends to $n'(a)/(2a)$ at $\varepsilon=a$, and the integral is an ordinary one. The scheme is then:

1. Cut the range at $L=\max(a,|\mu|)+45kT$, beyond which $n$ is negligible. The subtracted constant still contributes there, by $-\tfrac a2 n(a)\ln[(L+a)/(L-a)]$.
2. Place panel edges at $0$, $a$, $|\mu|$, $L$ and $|\mu|\pm2^mkT$ with $m=-1,0,1,\dots$, keeping those in range. The Fermi function has complex poles at distance $\pi kT$ from $\mu$, so panels may widen in proportion to their distance from $\mu$.
3. Apply Gauss–Legendre quadrature in each panel and add the tail. No point falls on $a$, because $a$ is an edge.

At $\mu=a$ and 10 K, where a narrow thermal edge sits on the pole, the error relative to a 40-node result was $1.2\times10^{-4}$, $6.9\times10^{-8}$ and $2.2\times10^{-14}$ eV for 2, 4 and 8 nodes per panel. With 20 nodes, at 77 and 300 K and four values of $\mu$ from 0 to 0.2 eV, the result agreed with a separate Cauchy-weight quadrature to rounding.

## Why temperature removes the singularity

Define the thermal kernel $w_T(x)=-f'(x)=\operatorname{sech}^2(x/2kT)/(4kT)$. Since $f(\varepsilon-\mu)=\int_\varepsilon^\infty w_T(x-\mu)\,dx$ and $f(\varepsilon+\mu)=\int_{-\infty}^{-\varepsilon}w_T(x-\mu)\,dx$, the occupation $n(\varepsilon)$ is the integral of $w_T(x-\mu)$ over all $|x|>\varepsilon$. It is an average of zero-temperature steps with Fermi energies $x$. Inserting this in $F$ and exchanging the integrals gives

$$F(\mu,T)=\int_{-\infty}^{\infty}F(x,0)\,w_T(x-\mu)\,dx .$$

The exchange is allowed because, with a small window cut around $a$, the size of the inner integral stays below $|x|$ plus an integrable logarithm plus a constant as the window closes, and $w_T$ decays exponentially at large $|x|$.

This proves the smoothing. A logarithm is integrable, so $F$ is finite. Every $\mu$-derivative can be moved onto $w_T$, whose derivatives all exist and decay exponentially, so $F$ has derivatives of every order in $\mu$ for any $T>0$. Direct quadrature of the convolution agreed with the panel scheme within $1.3\times10^{-13}$ eV at the same temperatures and chemical potentials.

**Low-temperature form.** For $\mu>0$ and $kT\ll\mu$ the average can be done in closed form. The average of $|x|$ is $2kT\ln[2\cosh(\mu/2kT)]$: its second derivative is $2w_T(\mu)$, it is even, and it tends to $|\mu|$. For the logarithm, let $J(d)=\int w_T(y)\ln|y+d|\,dy$ and expand the kernel over the poles of $f$,

$$w_T(y)=-2kT\sum_{m\ge0}\mathrm{Re}\frac1{(y+i\nu_m)^2},\qquad\nu_m=(2m+1)\pi kT .$$

Integrating one term by parts and closing the contour in the upper half-plane, where the real pole counts half, gives

$$-\int\frac{\ln|y+d|}{(y+i\nu)^2}dy=-P\!\int\frac{dy}{(y+i\nu)(y+d)}=-\frac{i\pi}{i\nu-d},$$

whose real part is $-\pi\nu/(\nu^2+d^2)$. The sum converges once $J(0)$ is subtracted. With $u=d/(2\pi kT)$,

$$J(d)-J(0)=\sum_{m\ge0}\left[\frac1{m+\frac12}-\mathrm{Re}\frac1{m+\frac12+iu}\right]=\mathrm{Re}\,\psi(\tfrac12+iu)-\psi(\tfrac12),$$

where $\psi$ is the digamma function. $F$ contains $J(\mu-a)-J(\mu+a)$, in which $J(0)$ cancels:

$$F\approx2kT\ln\!\left[2\cosh\frac{\mu}{2kT}\right]+\frac a2\mathrm{Re}\!\left[\psi\!\left(\tfrac12+\tfrac{i(\mu-a)}{2\pi kT}\right)-\psi\!\left(\tfrac12+\tfrac{i(\mu+a)}{2\pi kT}\right)\right].$$

The approximation lies at $x<0$, where the logarithmic term of $F(x,0)$ has the opposite sign. The kernel's weight there is about $e^{-\mu/kT}$. At $\mu=a$ and 300 K the error in $F$ is 1.3 meV, or 0.05 cm$^{-1}$ in the shift.

**Depth and place of the dip.** At $\mu=a$ use $\psi(\frac12)=-\gamma-2\ln2$, with $\gamma$ Euler's constant, and $\mathrm{Re}\,\psi(\frac12+iu)\approx\ln u$ for the second term, where $u=a/(\pi kT)$:

$$F(a,T)\approx a+\frac a2\ln\frac{\pi kT}{4a\,e^{\gamma}} .$$

The infinity has become a logarithm of temperature. Near $\mu=a$, $\mathrm{Re}\,\psi(\frac12+iu)\approx\psi(\frac12)-\tfrac12\psi''(\tfrac12)u^2$ with $\psi''(\frac12)=-2\sum_m(m+\frac12)^{-3}=-14\zeta(3)$. The first digamma term therefore has curvature

$$c=\frac a2\cdot\frac{14\zeta(3)}{(2\pi kT)^2}=\frac{7\zeta(3)\,a}{4\pi^2(kT)^2}.$$

The other terms have slope $1-\frac a2\cdot\frac1{2a}=\frac34$ at $\mu=a$, so the minimum lies at

$$\mu_{\min}\approx a-\frac{3}{4c}=a-\frac{3\pi^2(kT)^2}{7\zeta(3)\,a}.$$

## Third correction: the gate fixes density, not chemical potential

"Fermi energy" here means the label $E_F=\hbar v\sqrt{\pi n_s}$ of the net carrier density $n_s$. The density of states is $2\varepsilon/[\pi(\hbar v)^2]$, so

$$\frac{E_F^2}{2}=\int_0^\infty\varepsilon\,[f(\varepsilon-\mu)-f(\varepsilon+\mu)]\,d\varepsilon .$$

The $\mu$-derivative of the right side is $-\int\varepsilon n'\,d\varepsilon=\int n\,d\varepsilon=\mu+2kT\ln(1+e^{-\mu/kT})$. Integrating from zero, with $x=\mu/kT$ and $\frac{d}{ds}\mathrm{Li}_2(-e^{-s})=\ln(1+e^{-s})$,

$$\frac{E_F^2}{2}=(kT)^2\left[\frac{x^2}2+\frac{\pi^2}6+2\,\mathrm{Li}_2(-e^{-x})\right].$$

One root search gives $\mu$ for each $E_F$ and $T$. At low temperature $E_F\approx\mu+\pi^2(kT)^2/(6\mu)$, which moves the dip back towards $a$ on the Fermi-energy axis. At 30 K both laws can be read off: the minimum lies 0.240 meV below $a$ in $\mu$ but 0.128 meV below it in $E_F$, as predicted. At 300 K and $E_F=98$ meV the chemical potential is 86.6 meV, and setting $\mu=E_F$ would change the shift in the example below from $-0.23$ to $+0.01$ cm$^{-1}$: a small amount, but enough to remove the softening.

## A gated sheet on silicon oxide

The example takes rough typical values: $W=0.196$ eV (1581 cm$^{-1}$), $b=0.142$ nm, $v=10^6$ m/s and $\beta=2.5$. They give $a=98$ meV and $\alpha=4.556\times10^{-3}$. At 10 K and $\mu=a$, $F=-174.1$ meV, so the shift is $4.556\times10^{-3}\times(-174.1)=-0.793$ meV, or $-6.40$ cm$^{-1}$. Shifts below are in cm$^{-1}$ relative to the neutral sheet at the same temperature, with $W$ held fixed.

| $E_F$ (eV) | 0 K | 77 K | 300 K |
|---|---|---|---|
| 0.050 | −0.19 | −0.22 | −0.11 |
| 0.098 | −∞ | −2.73 | −0.23 |
| 0.150 | 2.70 | 2.62 | 2.14 |
| 0.300 | 9.80 | 9.79 | 9.83 |

Temperature matters most near the singularity. From 10 to 30 K the dip rises from $-6.40$ to $-4.42$ cm$^{-1}$; the predicted change $\alpha(a/2)\ln3$ is 1.98 cm$^{-1}$. At 300 K the minimum is $-0.33$ cm$^{-1}$ at $E_F=84$ meV. A temperature scan finds that the dip disappears at $kT=0.382a$, or 434 K in this model.

The line position is thus a poor density gauge at room temperature for $E_F$ below about 0.11 eV. The width does better in the upper part of that range. Giving the probe frequency a small positive imaginary part adds $i\pi an(a)/2$ to $F$. The neutral sheet supplies the same term with $n$ replaced by $-1$, so the electronic full width is $\pi\alpha a[1-n(a)]$. At 300 K it is 10.8 cm$^{-1}$ in the neutral sheet. At $E_F=98$ meV, where $\mu=86.6$ meV gives $n(a)=0.39$, it is 6.9 cm$^{-1}$. At $E_F=50$ meV, where $\mu=32$ meV gives $n(a)=0.079$, it is still 10.4 cm$^{-1}$, so close to neutrality the width is a poor gauge too.

**Beside a real device.** The line position of the neutral sheet is an input here, so it does not test the model. Its width is an output: a measured width of order 10 cm$^{-1}$ is typical, as a rough figure. The change of position with gate voltage is also an output, but no measured curve is compared with it here. The least certain input is $\beta$, which enters squared: a range of 2 to 3 multiplies all shifts by 0.64 to 1.44. With 300 nm of oxide, $E_F=98$ meV needs $7.1\times10^{11}$ cm$^{-2}$, 9.8 V and 0.33 MV/cm; 0.3 eV needs 92 V and 3.1 MV/cm, below a rough breakdown field of 10 MV/cm. Real sheets do not have the uniform density assumed here. A Gaussian spread of $2\times10^{11}$ cm$^{-2}$ changes the area-averaged 77 K shift at $E_F=a$ from $-2.73$ to $-1.84$ cm$^{-1}$, measured from a uniform neutral sheet. A neutral sheet with the same spread is itself lowered by 0.26 cm$^{-1}$, so the averaged change seen in a gate sweep is $-1.58$ cm$^{-1}$. The peak of the summed line need not lie at this average, because regions of different density have different widths. Finite carrier lifetime also matters: with $\tau=(\text{mobility})\,E_F/(ev^2)$, where $e$ is the elementary charge and $E_F$ is in joules, a mobility of 5000 cm$^2$/Vs at $E_F=a$ implies $\hbar/2\tau=6.7$ meV, equal to $kT$ at 78 K, so the clean 10 and 30 K dips should not be expected in such a sheet. Adding this energy as an imaginary part of $a$ leaves dips of about $-2.6$, $-2.4$ and $-1.8$ cm$^{-1}$ at 10, 30 and 77 K, so the 77 K dip is reduced as well. Mobility gives the transport time; the lifetime of a state is usually shorter (half as long for weak short-range scatterers that keep carriers in their valley), so the real broadening is probably larger. The phonon's own width and shift set a smaller scale, of a few kelvin: a quarter of the neutral sheet's full width is 0.35 meV, or 4 K.

Strain is the other confusion. With a rough Grüneisen parameter of 1.8, a biaxial compression of $9.83/(2\times1.8\times1581)=0.17\%$ imitates the whole room-temperature shift at 0.3 eV. By contrast, using the shifted phonon energy self-consistently changes the 77 K result by at most 0.05 cm$^{-1}$ over the sampled range, $\mu=0.01$ to 0.3 eV, and band curvature changes the shift at $\mu=0.3$ eV by an amount of order 0.01 cm$^{-1}$, evaluated at 300 K with a damped probe; the figure, and even its sign, depends on how the hopping varies with bond length beyond first order. Doping-induced lattice expansion and the anharmonic temperature shift are left out; the latter must be removed by comparing sheets at equal temperature. The remaining values are in the numerical output.

## Table of computed values

```
phonon energy 0.196 eV = 1581 cm^-1; half 98.0 meV
bond 0.142 nm, beta 2.5, velocity 1.0e+06 m/s
hbar*v 0.6582 eV nm; hopping 3.090 eV
coupling alpha 4.556e-03 (dimensionless)
driven response at band energy 0.06 eV: 10.00 1/eV
driven response at band energy 0.15 eV: -11.63 1/eV
largest PV error vs Cauchy quadrature 2.8e-17 eV
largest PV error vs thermal convolution 1.3e-13 eV
PV error at mu=a, 10 K, with 2, 4, 8 nodes per panel: 1.2e-04 6.9e-08 2.2e-14 eV
shift from neutral sheet at same T, in cm^-1
E_F (eV)      0 K     77 K    300 K
0.050     -0.19    -0.22    -0.11
0.090     -2.38    -2.38    -0.31
0.098      -inf    -2.73    -0.23
0.110     -1.09    -1.52     0.06
0.150      2.70     2.62     2.14
0.200      5.42     5.39     5.14
0.300      9.80     9.79     9.83
zero-temperature shift changes sign at E_F 117.6 meV
dip: T (K), mu (meV), E_F (meV), shift (cm^-1)
  10    97.97    97.99    -6.40
  30    97.76    97.87    -4.42
  77    96.41    97.16    -2.74
 300    70.74    83.86    -0.33
dip disappears at kT/a 0.382, T 434 K
F(a) at 10 K: integral -174.074 meV, law -174.075 meV
curvature at a, 10 K: 28123 1/eV, law 28128
dip move at 30 K: in mu -0.240 meV, law -0.240 meV
dip move at 30 K: in E_F -0.128 meV, law -0.128 meV
digamma formula error in F(a) at 300 K 1.313 meV
mu at E_F=a, 300 K: 86.59 meV; kT 25.85 meV
lattice, 0.15 eV, 300 K: frozen 5.519 cm^-1, adiabatic -0.006 cm^-1
neutral FWHM at 0 K 1.40 meV = 11.3 cm^-1
neutral FWHM at 300 K 10.8 cm^-1
neglected band curvature at 0.3 eV 0.010 cm^-1
neglected on-shell correction at 77 K, max 0.046 cm^-1
phonon-width smoothing scale FWHM/4 0.35 meV, as kT: 4.1 K
mobility 5000 cm2/Vs: hbar/(2 tau) 6.7 meV, as kT: 78 K
density at E_F=a 7.06e+11 cm^-2; puddles 2e+11
77 K shift at E_F=a: clean -2.73, with puddles -1.84 cm^-1
biaxial compression mimicking 0.3 eV doping 0.173 % (Grueneisen 1.8)
oxide 300 nm, relative permittivity 3.9
gate for E_F 0.098 eV: 9.8 V, field 0.33 MV/cm (breakdown ~10)
gate for E_F 0.300 eV: 92.0 V, field 3.07 MV/cm (breakdown ~10)
```
